# Why a film switches locally while its average temperature stays low: a program that tests the result

```python
"""
Local thermal threshold switching of a film that contains one narrow filament.

Result under test: activated conduction in the filament makes V(I) turn over
when the filament rise is of order k*T0^2/E, whereas the film-average rise is
   mean = integral p(z)*phi(z) dz / (A*d),
   phi  = (z*(d-z) + ell*d)/(2*kappa),
which depends on power and film area but not on the filament radius.

Symbols (SI inside the program): d film thickness, A film area, a filament
radius, kappa thermal conductivity, R_K interface thermal resistance,
ell = kappa*R_K, E activation energy, sigma conductivity at T0, p heating
power per length, I current, V voltage, theta temperature rise above T0.
The modal model averages temperature over the filament section. The
finite-volume model resolves radius, depth and time.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i1e, k1e
from scipy.sparse import csc_matrix, diags, kron
from scipy.sparse.linalg import splu

nm = 1e-9
T0, E_eV = 300.0, 0.18
d, a_ref, side = 200*nm, 10*nm, 2e-6
A = side**2
half = d/2
kappa, R_K, heat_capacity = 1.0, 1e-8, 3e6
ell = kappa*R_K
sigma_f, sigma_b = 500.0, 1e-3
I_limit = 80e-6
kB_eV = sc.k/sc.e
E_K = E_eV/kB_eV

x, w = np.polynomial.legendre.leggauss(100)
z, w = half*(x + 1)/2, w*half/2


def relative_rho(T):
    return np.exp(E_K*(1/T - 1/T0))


def phi(depth):
    return (depth*(d - depth) + ell*d)/(2*kappa)


# Modal thermal response and current-controlled steady states
def thermal_response(a, slab=False):
    y = np.array([brentq(lambda u: u*np.sin(u) - half/ell*np.cos(u),
                         n*np.pi, (n + 0.5)*np.pi) for n in range(50)])
    k = y/half
    modes = np.cos(k[:, None]*(z - half))
    norm = half/2 + np.sin(2*y)/(4*k)
    Z = 1/(np.pi*a**2*kappa*k**2)
    if not slab:
        Z = Z*(1 - 2*i1e(k*a)*k1e(k*a))
    return modes.T @ ((Z/norm)[:, None]*modes*w), k[0]


def steady(I, B, a, sigma=sigma_f, hop=0.0):
    theta = np.zeros_like(z)
    for _ in range(200):
        T = T0 + theta
        c = I*relative_rho(T)/(sigma*np.pi*a**2)
        dc = -c*E_K/T**2
        if hop > 0:
            y = 2*kB_eV*T/hop
            F = y*np.arcsinh(c/y)
            dF = F/T + (dc - c/T)/np.sqrt(1 + (c/y)**2)
        else:
            F, dF = c, dc
        residual = theta - B @ (I*F)
        step = np.linalg.solve(np.eye(len(z)) - B*(I*dF), -residual)
        new = np.maximum(theta + step, 0)
        change = np.max(np.abs(new - theta))
        theta = new
        if change < 1e-7:
            return 2*np.sum(w*F), theta, F
    raise RuntimeError("steady state did not converge")


def threshold(B, a, sigma=sigma_f, hop=0.0):
    currents = np.geomspace(1e-7, 3e-4, 45)*np.sqrt(sigma/sigma_f)
    volts = []
    for j, current in enumerate(currents):
        volts.append(steady(current, B, a, sigma, hop)[0])
        if j > 1 and volts[-1] < volts[-2]:
            best = minimize_scalar(
                lambda s: -steady(np.exp(s), B, a, sigma, hop)[0],
                bounds=(np.log(currents[j-2]), np.log(currents[j])),
                method="bounded", options={"xatol": 1e-5})
            return -best.fun, np.exp(best.x)
    raise RuntimeError("no voltage maximum in the scanned range")


B, k_first = thermal_response(a_ref)
V_th, I_th = threshold(B, a_ref)
_, theta_th, F_th = steady(I_th, B, a_ref)
P_th = V_th*I_th
mean_th = 2*np.sum(w*I_th*F_th*phi(z))/(A*d)
V_on, theta_on, F_on = steady(I_limit, B, a_ref)
P_on = V_on*I_limit
mean_on = 2*np.sum(w*I_limit*F_on*phi(z))/(A*d)
for current in np.geomspace(1.05*I_th, I_limit, 12):
    assert steady(current, B, a_ref)[0] < V_th

# Lumped fold: closed form against direct maximization
R_th = np.sum(w*(B @ np.ones_like(z)))/half/d
R_log = (np.log(2/(k_first*a_ref)) - np.euler_gamma + 0.25)/(2*np.pi*kappa*d)
assert abs(R_log/R_th - 1) < 0.12
G0 = sigma_f*np.pi*a_ref**2/d
T_c = E_K/2*(1 - np.sqrt(1 - 4*T0/E_K))
V_lump = np.sqrt((T_c - T0)*relative_rho(T_c)/(R_th*G0))
direct = minimize_scalar(
    lambda T: -np.sqrt((T - T0)*relative_rho(T)/(R_th*G0)),
    bounds=(T0 + 1, 600), method="bounded", options={"xatol": 1e-7})
assert abs(direct.x - T_c) < 0.01
assert abs(V_lump/V_th - 1) < 0.10
T_scan = np.linspace(T0 + 0.5, 3000, 20000)
for ratio, has_fold in ((3.9, False), (4.2, True)):
    log_V2 = np.log(T_scan - T0) + ratio*T0/T_scan
    assert bool(np.any(np.diff(log_V2) < 0)) == has_fold

# Broad film: one-dimensional integral and minimum conductivity contrast
B_slab, _ = thermal_response(a_ref, slab=True)
V_slab, I_slab = threshold(B_slab, a_ref)
_, theta_slab, _ = steady(I_slab, B_slab, a_ref)
integral = quad(relative_rho, T0 + theta_slab[0], T0 + theta_slab[-1])[0]
assert abs(np.sqrt(8*kappa*integral/sigma_f)/V_slab - 1) < 0.01
contrast_min = (V_th/V_slab)**2
V_equal, _ = threshold(B_slab, a_ref, sigma_f/contrast_min)
assert abs(V_equal/V_th - 1) < 1e-3
assert sigma_f/sigma_b > contrast_min

# Finite-volume heat flow in radius and half thickness
n_f = 8
R_film = np.sqrt(A/np.pi)
r_edge = np.concatenate((np.linspace(0, a_ref, n_f + 1),
                         np.geomspace(a_ref, R_film, 41)[1:]))
z_edge = half*np.linspace(0, 1, 31)**1.5
r_mid = (r_edge[1:] + r_edge[:-1])/2
z_mid = (z_edge[1:] + z_edge[:-1])/2
ring, dz = np.pi*np.diff(r_edge**2), np.diff(z_edge)
shape = (len(ring), len(dz))
volume = np.outer(ring, dz)


def network(g):
    L = np.zeros((len(g) + 1, len(g) + 1))
    for i, value in enumerate(g):
        L[i, i] += value
        L[i+1, i+1] += value
        L[i, i+1] -= value
        L[i+1, i] -= value
    return L


K_r = network(2*np.pi*kappa*r_edge[1:-1]/np.diff(r_mid))
K_z = network(kappa/np.diff(z_mid))
K_z[0, 0] += 1/(dz[0]/(2*kappa) + R_K)
K = csc_matrix(kron(csc_matrix(K_r), diags(dz))
               + kron(diags(ring), csc_matrix(K_z)))
static_solver = splu(K)


def heat_map(p_of_z, n_rings):
    q = np.zeros(shape)
    q[:n_rings] = np.outer(ring[:n_rings]/ring[:n_rings].sum(), p_of_z*dz)
    return static_solver.solve(q.ravel()).reshape(shape)


def film_mean(theta):
    return np.sum(theta*volume)/volume.sum()


uniform_map = heat_map(np.ones_like(z_mid), n_f)
R_grid = np.sum(uniform_map[:n_f]*volume[:n_f])/volume[:n_f].sum()/d
assert abs(R_grid/R_th - 1) < 0.015
mean_uniform = (d/12 + ell/2)*d/(kappa*A)
assert abs(film_mean(uniform_map)/mean_uniform - 1) < 0.01


def end_weighted(depth):
    return 1 + 3*np.exp(-depth/(20*nm))


mean_rule = np.sum(w*end_weighted(z)*phi(z))/(A*half)
mean_grid = film_mean(heat_map(end_weighted(z_mid), n_f))
assert abs(mean_grid/mean_rule - 1) < 0.01
n_wide = int(np.searchsorted(r_edge, 100*nm))
wide_map = heat_map(np.ones_like(z_mid), n_wide)
assert abs(film_mean(wide_map)/film_mean(uniform_map) - 1) < 1e-6
assert wide_map.max() < 0.5*uniform_map.max()

# Time-dependent switching at fixed voltage with a current limit
dt, steps = 0.25e-9, 2400
time_solver = splu(csc_matrix(K + diags(heat_capacity*volume.ravel()/dt)))


def voltage_step(V):
    theta = np.zeros(shape)
    history, delay = [], None
    for step in range(steps):
        local_sigma = sigma_f/relative_rho(T0 + theta[:n_f])
        g = ring[:n_f] @ local_sigma
        resistance = 2*np.sum(dz/g)
        I = min(V/resistance, I_limit)
        if I >= I_limit and delay is None:
            delay = step*dt
        history.append(I)
        source = heat_capacity*volume*theta/dt
        source[:n_f] += local_sigma*(I/g)**2*volume[:n_f]
        theta = time_solver.solve(source.ravel()).reshape(shape)
    return theta, np.array(history), delay, I*resistance


_, I_low, delay_low, _ = voltage_step(0.96*V_th)
map_on, I_high, delay_high, V_on_grid = voltage_step(1.04*V_th)
assert delay_low is None and I_low[-1] < I_th
assert abs(I_low[-1]/I_low[-201] - 1) < 2e-3
assert delay_high is not None and I_high[-1] == I_limit
assert abs(V_on_grid/V_on - 1) < 0.04
section_on = ring[:n_f] @ map_on[:n_f, -1]/ring[:n_f].sum()
assert abs(section_on/theta_on[-1] - 1) < 0.04
assert abs(film_mean(map_on)/mean_on - 1) < 0.04
hot_fraction = ring[map_on[:, -1] > 50].sum()/ring.sum()

# Radius dependence and sizes of neglected effects
V_radius = {}
for radius in (5*nm, 20*nm):
    V_radius[radius] = threshold(thermal_response(radius)[0], radius)[0]
assert V_radius[5*nm] > V_th > V_radius[20*nm]
hop = 1.5*nm
V_th_hop, _ = threshold(B, a_ref, hop=hop)
V_on_hop = steady(I_limit, B, a_ref, hop=hop)[0]
T_axis = T0 + map_on[0, -1]
lorenz = np.pi**2/3*(sc.k/sc.e)**2
kappa_el = lorenz*sigma_f/relative_rho(T_axis)*T_axis
leak = sigma_b*A/d*V_th
kappa_metal, kappa_oxide, t_oxide = 50.0, 1.4, 300*nm
electrode_rise = P_on/2/(4*kappa_metal*half)
oxide_rise = P_on*t_oxide/(kappa_oxide*A)
background_rise = sigma_b*V_th**2*(1/12 + ell/(2*d))/kappa


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("film thickness", d/nm, "nm")
show("film side", side*1e6, "um")
show("filament radius", a_ref/nm, "nm")
show("ambient temperature", T0, "K")
show("activation energy", E_eV, "eV")
show("filament conductivity at 300 K", sigma_f/100, "S/cm")
show("film conductivity at 300 K", sigma_b/100, "S/cm")
show("thermal conductivity", kappa, "W/(m K)")
show("interface thermal resistance", R_K, "m2 K/W")
show("interface length ell", ell/nm, "nm")
show("heat capacity", heat_capacity/1e6, "MJ/(m3 K)")
show("current limit", I_limit*1e6, "uA")
show("lateral decay length 1/k1", 1/k_first/nm, "nm")
show("filament thermal resistance", R_th/1e6, "K/uW")
show("same, one-mode logarithm", R_log/1e6, "K/uW")
show("same, finite volume", R_grid/1e6, "K/uW")
show("scale k*T0^2/E", T0**2/E_K, "K")
show("lumped critical rise", T_c - T0, "K")
show("lumped threshold voltage", V_lump, "V")
show("distributed threshold voltage", V_th, "V")
show("threshold current", I_th*1e6, "uA")
show("threshold power", P_th*1e6, "uW")
show("threshold mean field", V_th/d/1e8, "MV/cm")
show("threshold midplane filament rise", theta_th[-1], "K")
show("threshold film-average rise", mean_th, "K")
show("on-state voltage, modal", V_on, "V")
show("on-state voltage, finite volume", V_on_grid, "V")
show("on-state power, modal", P_on*1e6, "uW")
show("on-state midplane section rise, modal", theta_on[-1], "K")
show("on-state midplane section rise, grid", section_on, "K")
show("on-state axis temperature, grid", T_axis, "K")
show("on-state film-average rise, modal", mean_on, "K")
show("on-state film-average rise, grid", film_mean(map_on), "K")
show("midplane area hotter by over 50 K", 100*hot_fraction, "%", 3)
show("delay at 1.04 threshold voltage", delay_high*1e9, "ns", 3)
show("settled current at 0.96 threshold", I_low[-1]*1e6, "uA")
show("peak ratio, 100 nm spot / filament",
     wide_map.max()/uniform_map.max(), "", 3)
show("actual radius of that wide spot", r_edge[n_wide]/nm, "nm")
show("threshold for 5 nm radius", V_radius[5*nm], "V")
show("threshold for 20 nm radius", V_radius[20*nm], "V")
show("broad-film threshold at filament sigma", V_slab, "V")
show("minimum conductivity contrast", contrast_min, "", 3)
show("example conductivity contrast", sigma_f/sigma_b, "", 3)
show("background Joule average rise at threshold", background_rise, "K", 2)
show("background leakage at threshold", leak*1e6, "uA", 3)
show("assumed hop length", hop/nm, "nm")
show("threshold with field-assisted hopping", V_th_hop, "V")
show("on voltage with field-assisted hopping", V_on_hop, "V")
show("electronic heat conductivity at axis", kappa_el, "W/(m K)", 2)
show("assumed electrode heat conductivity", kappa_metal, "W/(m K)")
show("local electrode rise, rough", electrode_rise, "K", 2)
show("assumed oxide underlayer thickness", t_oxide/nm, "nm")
show("assumed oxide heat conductivity", kappa_oxide, "W/(m K)")
show("added rise from oxide, upper estimate", oxide_rise, "K", 2)
print("finished without a failed check")
```

Printed output:

```
film thickness: 200 nm
film side: 2 um
filament radius: 10 nm
ambient temperature: 300 K
activation energy: 0.18 eV
filament conductivity at 300 K: 5 S/cm
film conductivity at 300 K: 1e-05 S/cm
thermal conductivity: 1 W/(m K)
interface thermal resistance: 1e-08 m2 K/W
interface length ell: 10 nm
heat capacity: 3 MJ/(m3 K)
current limit: 80 uA
lateral decay length 1/k1: 69.99 nm
filament thermal resistance: 1.728 K/uW
same, one-mode logarithm: 1.84 K/uW
same, finite volume: 1.736 K/uW
scale k*T0^2/E: 43.09 K
lumped critical rise: 63.13 K
lumped threshold voltage: 3.723 V
distributed threshold voltage: 3.805 V
threshold current: 10.33 uA
threshold power: 39.32 uW
threshold mean field: 0.1902 MV/cm
threshold midplane filament rise: 72.79 K
threshold film-average rise: 0.2025 K
on-state voltage, modal: 2.586 V
on-state voltage, finite volume: 2.558 V
on-state power, modal: 206.9 uW
on-state midplane section rise, modal: 368.5 K
on-state midplane section rise, grid: 369.4 K
on-state axis temperature, grid: 707.6 K
on-state film-average rise, modal: 1.04 K
on-state film-average rise, grid: 1.032 K
midplane area hotter by over 50 K: 0.7 %
delay at 1.04 threshold voltage: 35 ns
settled current at 0.96 threshold: 6.537 uA
peak ratio, 100 nm spot / filament: 0.219
actual radius of that wide spot: 106.2 nm
threshold for 5 nm radius: 6.593 V
threshold for 20 nm radius: 2.299 V
broad-film threshold at filament sigma: 0.6648 V
minimum conductivity contrast: 32.7
example conductivity contrast: 5e+05
background Joule average rise at threshold: 0.0016 K
background leakage at threshold: 0.0761 uA
assumed hop length: 1.5 nm
threshold with field-assisted hopping: 3.734 V
on voltage with field-assisted hopping: 2.579 V
electronic heat conductivity at axis: 0.48 W/(m K)
assumed electrode heat conductivity: 50 W/(m K)
local electrode rise, rough: 5.2 K
assumed oxide underlayer thickness: 300 nm
assumed oxide heat conductivity: 1.4 W/(m K)
added rise from oxide, upper estimate: 11 K
finished without a failed check
```
